# Yukawa Forces in Hydrogenic Atoms: Level Shifts and the Best-Probed Ranges

## The problem

A light particle is bound to a pointlike nucleus of charge number $Z$. The reduced mass is $m$, and the motion is nonrelativistic. Besides the Coulomb attraction there is a hypothetical Yukawa force of range $\lambda$, so that

$$V(r)=-\frac{Z\alpha\hbar c}{r}\left(1+\varepsilon\,e^{-r/\lambda}\right).$$

Positive $\varepsilon$ means additional attraction. The Yukawa coupling is $g=\varepsilon Z\alpha$, and the mediating particle has rest energy $\hbar c/\lambda$. Lengths are measured in $a=\hbar/(mcZ\alpha)$ and energies in $E_u=mc^2(Z\alpha)^2$. With $\kappa=a/\lambda$ the Hamiltonian becomes

$$H=-\tfrac12\nabla^2-\frac1r-\varepsilon\,\frac{e^{-\kappa r}}{r},$$

and the unperturbed levels are $-1/(2n^2)$. Relativistic, QED and recoil contributions beyond the reduced mass are assumed to have been calculated and subtracted from any data.

## Part (a): the shift for every range

**Question.** Find the first-order shift of the level $nl$ as a finite sum valid for every $\kappa$.

**Answer.** The perturbation is central, so it does not mix the degenerate states of different $l$ or magnetic quantum number. The shift is therefore the expectation value

$$\Delta E_{nl}=-\varepsilon\left\langle \frac{e^{-\kappa r}}{r}\right\rangle_{nl}.$$

Put $\rho=2r/n$, $k=n-l-1$, $p=2l+1$ and $s=n\kappa/2$, so that $\kappa r=s\rho$. The normalized radial probability density is

$$P_{nl}(r)=\frac2n\,\frac{k!}{2n\,(n+l)!}\,\rho^{2l+2}e^{-\rho}\left[L_k^{p}(\rho)\right]^2 .$$

Since $dr/r=d\rho/\rho$,

$$\left\langle \frac{e^{-\kappa r}}{r}\right\rangle=\frac{k!}{n^2(n+l)!}\,I_k,\qquad I_k=\int_0^\infty\rho^{p}e^{-(1+s)\rho}\left[L_k^{p}\right]^2d\rho .$$

The Laguerre generating function is $\sum_k x^kL_k^p(\rho)=(1-x)^{-p-1}e^{-\rho x/(1-x)}$. Multiply it by the same function of $y$ and integrate, using $\int_0^\infty\rho^pe^{-A\rho}d\rho=p!/A^{p+1}$. Then $I_k$ is the coefficient of $x^ky^k$ in $p!\,B^{-p-1}$, where

$$B=(1-x)(1-y)\left[1+s+\frac{x}{1-x}+\frac{y}{1-y}\right]=1+s-s(x+y)+(s-1)xy .$$

With $q=s/(1+s)$ this can be written

$$B=(1+s)\left[(1-qx)(1-qy)-\frac{xy}{(1+s)^2}\right],$$

because the $xy$ term on the right is $(s^2-1)/(1+s)=s-1$. Expand in powers of the last term. Its $j$th power carries the factor $\binom{p+j}{j}(1+s)^{-2j}(xy)^j$ and leaves $[(1-qx)(1-qy)]^{-p-1-j}$. From each of these two factors we need the power $k-j$, whose coefficient is $\binom{p+k}{k-j}q^{k-j}$. Hence

$$I_k=p!\,(1+s)^{-p-1}\sum_{j=0}^{k}\binom{p+j}{j}\binom{p+k}{k-j}^2\frac{q^{2(k-j)}}{(1+s)^{2j}} .$$

The total power of $1+s$ is $-(p+1+2k)=-2n$. Since $p+k=n+l$, the factorials combine as

$$\frac{k!\,p!}{(p+k)!}\binom{p+j}{j}\binom{p+k}{k-j}=\frac{k!}{j!\,(k-j)!}=\binom kj .$$

Setting $i=k-j$ gives

$$\Delta E_{nl}=-\frac{\varepsilon}{n^2}F_{nl},\qquad F_{nl}=\frac{1}{(1+s)^{2n}}\sum_{i=0}^{n-l-1}\binom{n-l-1}{i}\binom{n+l}{i}s^{2i}.$$

Every term is positive, so an attractive Yukawa force lowers every level at this order. The states used below have

$$F_{1S}=\frac1{(1+\kappa/2)^2},\quad F_{2S}=\frac{1+2\kappa^2}{(1+\kappa)^4},\quad F_{2P}=\frac1{(1+\kappa)^4},$$

$$F_{3S}=\frac{1+6s^2+3s^4}{(1+s)^6}\quad\text{with } s=\tfrac32\kappa .$$

First order suffices when $|\varepsilon|\ll1$. Diagonalizing the full Hamiltonian for these four levels at $\kappa=0.4$, 1 and 3 reproduces the slopes. The second-order term there is at most $0.63\,|\varepsilon|$ times the first-order one.

## Part (b): short range

**Question.** Find the leading shift for $\lambda\ll a$ and any $l$. For S states, carry the expansion two orders further and decide how far the force can be told from a nuclear radius.

**Answer.** For large $s$ the term $i=n-l-1$ dominates the sum, and $(1+s)^{-2n}\to s^{-2n}$. Therefore

$$\Delta E_{nl}\to-\frac{\varepsilon}{n^2}\binom{n+l}{2l+1}\left(\frac{2}{n\kappa}\right)^{2l+2}.$$

The shift falls as $\lambda^{2l+2}$, because a state of angular momentum $l$ has density proportional to $r^{2l}$ near the nucleus. For $l=0$ it is $-4\varepsilon/(n^3\kappa^2)$. This is the contact result: $\int d^3r\,e^{-\kappa r}/r=4\pi/\kappa^2$, multiplied by $-\varepsilon|\psi_{nS}(0)|^2=-\varepsilon/(\pi n^3)$.

For the corrections, the sum with $l=0$ has the two highest terms

$$n\,s^{2n-2}\left[1+\frac{(n-1)^2}{2s^2}+\dots\right],$$

and the prefactor is $s^{-2n}\left[1-2n/s+n(2n+1)/s^2-\dots\right]$. The $1/s^2$ terms add to $n(2n+1)+(n-1)^2/2=(5n^2+1)/2$. With $s=n\kappa/2$,

$$\Delta E_{nS}=-\frac{4\varepsilon}{n^3\kappa^2}\left[1-\frac4\kappa+\frac{10+2/n^2}{\kappa^2}+O(\kappa^{-3})\right].$$

Now compare a finite nucleus, modelled as a charged shell of radius $R\ll1$. Inside it the potential is $-1/R$ instead of $-1/r$, so the leading shift is

$$|\psi_{nS}(0)|^2\int_0^R4\pi r^2\left(\frac1r-\frac1R\right)dr=\frac{4}{n^3}\left(\frac{R^2}{2}-\frac{R^2}{3}\right)=\frac{2R^2}{3n^3}.$$

Both effects vary as $\delta_{l0}/n^3$. Equating them shows that the contact force imitates a change $\delta(R^2)=-6\varepsilon\lambda^2$, with lengths in units of $a$. Extra attraction looks like a smaller nucleus. The correction $-4/\kappa$ does not help, since it is independent of $n$. It comes from the cusp $|\psi_{nS}(r)|^2\simeq|\psi_{nS}(0)|^2(1-2r)$, which is the same for all S states. The first distinguishing S-state term is $2/(n^2\kappa^2)$ in the bracket, and the 2P shift is of the same order, $\varepsilon/\kappa^4$.

If the radius is fitted to the same levels, the sensitivity therefore falls as $\lambda^4$ instead of $\lambda^2$. The leading contact shift depends only on the volume integral of the Yukawa potential, which is the same for a source spread over the nucleus. The terms of order $\lambda^3$ and $\lambda^4$ do depend on that spread, so for them the point-source model requires $\lambda$ to be well above the nuclear size.

## Part (c): long range

**Question.** Show what is left of the force when $\lambda$ greatly exceeds the atom, and state when it can be absorbed into $\alpha$.

**Answer.** For $\kappa r\ll1$ throughout the atom,

$$\frac{e^{-\kappa r}}r=\frac1r-\kappa+\frac{\kappa^2r}{2}-\dots$$

The first term turns the Coulomb strength 1 into $1+\varepsilon$. Coulomb energies scale as the square of the strength and lengths as its inverse. Without expanding in $\varepsilon$, the leading terms in $\kappa$ are

$$E_{nl}\simeq-\frac{(1+\varepsilon)^2}{2n^2}+\varepsilon\kappa-\frac{\varepsilon\kappa^2}{2}\,\frac{\langle r\rangle_{nl}}{1+\varepsilon},$$

where $\langle r\rangle_{nl}$ belongs to strength 1. Its value follows from part (a). To order $s^2$,

$$F_{nl}=1-2ns+\left[n(2n+1)+(n-l-1)(n+l)\right]s^2=1-2ns+\left[3n^2-l(l+1)\right]s^2 .$$

Dividing by $n^2$ and setting $s=n\kappa/2$ gives $1/n^2-\kappa+\tfrac14\kappa^2[3n^2-l(l+1)]$. Comparison with the expansion of the potential yields $\langle r\rangle_{nl}=\tfrac12[3n^2-l(l+1)]$.

The three terms have different fates:

- The first is the gross structure of an atom with $\alpha$ replaced by $\alpha(1+\varepsilon)$ at fixed mass. If $\alpha$ is inferred from this same structure, it absorbs the force.
- The second shifts all levels equally and cancels in every transition.
- The third remains visible, but it falls as $\lambda^{-2}$.

The absorption is not limited to infinitesimal $\varepsilon$. At $\varepsilon=0.05$ and $\kappa=10^{-3}$, the diagonalized energies of the four levels leave the predicted third term to within 2% of that term.

The gross structure fixes only the product $m\alpha^2$. The degeneracy is therefore broken by independent values of both $\alpha$ and $m$ that the new force does not affect, or by comparison with a system in which the force is not proportional to the charges. The long-range loss of sensitivity thus belongs to a way of analysing data. The level shifts themselves remain large.

## Part (d): the window when the radius is known

**Question.** Suppose the nuclear radius is known independently. Use the 2S and 2P levels to remove $\alpha$, and find the range to which their splitting is most sensitive.

**Answer.** In the Coulomb problem 2S and 2P are degenerate for any coupling strength, so a change of $\alpha$ does not contribute to their gross splitting. Part (a) gives

$$E_{2P}-E_{2S}=\frac{\varepsilon}{4}(F_{2S}-F_{2P})=\frac{\varepsilon}{2}\,\frac{\kappa^2}{(1+\kappa)^4}.$$

The sign is that of $\varepsilon$: extra attraction lowers 2S more than 2P. The logarithmic derivative of the last factor is $2/\kappa-4/(1+\kappa)$, which vanishes at $\kappa=1$. The response is zero at both ends, so this is the maximum. The most favourable range is $\lambda=a$, and the splitting there is $\varepsilon/32$.

Writing $\kappa^2/(1+\kappa)^4=(\sqrt\kappa+1/\sqrt\kappa)^{-4}$ shows that the response is unchanged under $\kappa\to1/\kappa$. It falls to half its maximum where $\sqrt\kappa+1/\sqrt\kappa=32^{1/4}=2\cdot2^{1/4}$. This quadratic equation for $\sqrt\kappa$ has the solutions

$$\sqrt\kappa=2^{1/4}\pm\sqrt{\sqrt2-1},$$

which correspond to $\lambda/a=0.298$ and $3.36$.

The tails agree with parts (b) and (c). At short range the 2S contact shift alone gives $\varepsilon/(2\kappa^2)$. At long range the difference of mean radii, $6-5=1$, gives $\varepsilon\kappa^2/2$.

## Part (e): the window when the radius is fitted as well

**Question.** Construct from 1S, 2S, 3S and 2P a combination that is blind both to $\alpha$ and to the leading effect of the nuclear radius. Find its response and its tails.

**Answer.** Let $D=E_{2P}+c_1E_{1S}+c_2E_{2S}+c_3E_{3S}$. It must not respond to a common constant, to a term $1/n^2$, or to a term $\delta_{l0}/n^3$:

$$c_1+c_2+c_3=-1,\quad c_1+\frac{c_2}4+\frac{c_3}9=-\frac14,\quad c_1+\frac{c_2}8+\frac{c_3}{27}=0 .$$

Subtracting the third equation from the second gives $c_2/8+2c_3/27=-1/4$, hence $c_2=-2-16c_3/27$. Subtracting the second from the first gives $3c_2/4+8c_3/9=-3/4$. Inserting $c_2$ turns this into $-3/2+4c_3/9=-3/4$, so $c_3=27/16$. Then $c_2=-3$ and $c_1=5/16$. In terms of measurable intervals,

$$D=(E_{2P}-E_{2S})-2(E_{2S}-E_{1S})+\tfrac{27}{16}(E_{3S}-E_{1S}).$$

The Yukawa force gives $D=-\varepsilon G(\kappa)$ with

$$G=\frac5{16}F_{1S}-\frac34F_{2S}+\frac3{16}F_{3S}+\frac14F_{2P}.$$

At long range the terms $1/n^2$ and $-\kappa$ cancel by construction. The $\kappa^2$ terms of part (c) leave

$$G\to\frac{\kappa^2}{4}\left[10-3\cdot12+\frac{27}{16}\cdot27+\frac5{16}\cdot3\right]=\frac{41}{8}\kappa^2 .$$

At short range every S-state contribution proportional to $1/n^3$ cancels, including those with the factors $-4/\kappa$ and $10/\kappa^2$. The surviving S term is $8/(n^5\kappa^4)$, and the 2P term is $1/(4\kappa^4)$:

$$G\to\frac1{\kappa^4}\left[8\left(\frac5{16}-\frac3{32}+\frac{27}{16\cdot243}\right)+\frac14\right]=\frac{37}{18\,\kappa^4}.$$

Between these limits $G$ is a rational function. Exact root counting finds no zero and one stationary point for $\kappa>0$. Since $G$ is positive, there are no blind spots at finite range in this model, and the sensitivity has a single peak. Numerical maximization puts it at $\lambda=2.52\,a$, where $G=0.0641$. The half-maximum points are $\lambda=0.90\,a$ and $7.83\,a$.

The window of $D$ lies at longer range than that of the 2P−2S splitting. Its short-range tail falls as $\lambda^4$ instead of $\lambda^2$, because the contact signal has been discarded. The two observables also contain different levels, so the displacement of the peak cannot be ascribed to the fitted radius alone.

## Part (f): hydrogen and muonic hydrogen

**Question.** For hydrogen, evaluate the shifts at $\varepsilon=10^{-10}$. Then assume an error $\sigma=10$ kHz for each of the two observables, theory included, and find the smallest $|\varepsilon|$ they can reach. How does the window move in muonic hydrogen?

**Answer.** For hydrogen $a=52.95$ pm and $E_u/h=6.576\times10^{12}$ kHz. The energy scale of the example is therefore $\varepsilon E_u/h=657.6$ kHz. Frequencies in kHz are:

| $\lambda/a$ | 1S shift | 1S contact | 2S−1S shift |
|---:|---:|---:|---:|
| 0.01 | −0.253 | −0.263 | 0.221 |
| 0.1 | −18.3 | −26.3 | 16.0 |
| 1 | −292 | −2630 | 261 |
| 10 | −596 | −2.63×10⁵ | 481.9 |
| 100 | −651 | −2.63×10⁷ | 493.1 |

At $\lambda=0.01\,a$ the contact estimate is about 4% too large, as the correction $4/\kappa=0.04$ requires. At $\lambda=a$ it is too large by a factor of 9, which is $(1+2/\kappa)^2$ at $\kappa=1$.

At the other end, $\alpha\to\alpha(1+\varepsilon)$ changes the 2S−1S interval by $2\varepsilon\cdot\tfrac38E_u$, or $0.75\times657.6=493.2$ kHz. The calculated shift is within about 2.3% of this value at $\lambda=10\,a$ and closer still at $100\,a$. The shift of this interval is large, yet replacing $\alpha$ by $\alpha(1+\varepsilon)$ accounts for nearly all of it.

The reach is $|\varepsilon|=\sigma/(E_u/h)$ divided by the response. At the two maxima,

$$\frac{10}{6.576\times10^{12}\times0.03125}=4.9\times10^{-11},\qquad \frac{10}{6.576\times10^{12}\times0.06405}=2.4\times10^{-11}.$$

Away from them the reach deteriorates:

| $\lambda/a$ | $\lvert\varepsilon\rvert$ from 2P−2S | $\lvert\varepsilon\rvert$ from $D$ |
|---:|---:|---:|
| 0.01 | 3.2×10⁻⁸ | 7.9×10⁻⁵ |
| 0.1 | 4.5×10⁻¹⁰ | 1.3×10⁻⁸ |
| 1 | 4.9×10⁻¹¹ | 4.1×10⁻¹¹ |
| 10 | 4.5×10⁻¹⁰ | 6.4×10⁻¹¹ |
| 100 | 3.2×10⁻⁸ | 3.2×10⁻⁹ |

At $\lambda=0.01\,a$ the reach of $D$ is poorer than that of 2P−2S by a factor of about 2500, mainly because $D$ discards the contact signal. At long range $D$ does better, because its tail coefficient is $41/8$ against $1/2$.

This comparison of heights assumes equal errors for the two observables. If the three intervals in $D$ had independent equal errors $\sigma_0$, the error of $D$ would be $\sigma_0\sqrt{1+4+(27/16)^2}$. The position of each window is unaffected, since $\sigma$ does not depend on $\lambda$.

With the radius known, the range best probed by the 2P−2S splitting is thus 53 pm, corresponding to a mediator of 3.7 keV and a reach $g=3.6\times10^{-13}$. With the radius fitted, the range best probed by $D$ is 134 pm, or 1.5 keV, with $g=1.7\times10^{-13}$. These are projections for the assumed error, not experimental limits.

Both far tails need caution. At long range the issue is the following. Relativistic corrections to the Yukawa response are expected at order $\varepsilon(Z\alpha)^2E_u$, whereas the signal kept here is of order $\varepsilon\kappa^2E_u$. How soon they compete depends on the observable. With Dirac–Coulomb states and the same static potential, the $2P_{1/2}$−$2S_{1/2}$ splitting keeps its $\lambda^{-2}$ law, because these levels are degenerate for any coupling strength (QED terms are not included in this statement). For $2P_{3/2}$ the response is already 14% larger at $\lambda=100\,a$. The response of $D$ changes by 1–4% at $\lambda=a/(Z\alpha)=137\,a$ and changes sign near $\lambda\sim10^3a$, unless those corrections are absorbed too. At short range, relativistic contact terms of order $\varepsilon(Z\alpha)^2E_u/\kappa^2$ do not cancel in $D$ as defined here. They lower its response by 26–29% at $\lambda=0.01\,a$ and reverse its sign between $0.01\,a$ and $0.003\,a$. The $\lambda^4$ tail, the entry for $D$ at $\lambda=0.01\,a$ and the absence of blind spots therefore belong to the nonrelativistic model.

In muonic hydrogen the larger reduced mass shrinks $a$ by a factor of 186, to 285 fm. The 2P−2S window moves with it: the best range is 285 fm and the mediator rest energy is 0.69 MeV. The peak splitting is $E_u\varepsilon/32=158\,\varepsilon$ eV. Here $\varepsilon$ describes the coupling to the muon, which need not equal that to the electron. The two atoms test a common force only if a relation between these couplings is assumed. The numerical output below gives further digits and the remaining levels.

## Numbers as computed

```
closed form, largest relative error: 3.7e-14
largest |second/first order| per eps: 0.626
hydrogen: a = 52.9465 pm, E_u/h = 6.576102e+12 kHz
example eps = 1.0e-10, g = 7.297e-13
shifts in kHz; contact = short-range estimate for 1S
lambda/a      1S         2S         2P      contact    2S-1S
   0.01 -2.528e-01 -3.160e-02 -1.580e-06 -2.630e-01  2.212e-01
    0.1 -1.827e+01 -2.257e+00 -1.123e-02 -2.630e+01  1.601e+01
      1 -2.923e+02 -3.083e+01 -1.028e+01 -2.630e+03  2.614e+02
     10 -5.965e+02 -1.145e+02 -1.123e+02 -2.630e+05  4.819e+02
    100 -6.511e+02 -1.580e+02 -1.580e+02 -2.630e+07  4.931e+02
   1000 -6.570e+02 -1.637e+02 -1.637e+02 -2.630e+09  4.932e+02
2S-1S shift from alpha(1+eps): 493.208 kHz
combination D coefficients: 1S 5/16, 2S -3, 3S 27/16, 2P 1
D tails: 5.1250 kappa^2, 2.0556 kappa^-4
D response: sign changes 0, stationary points 1
assumed error of each observable: 10 kHz
reach in eps: lambda/a, from 2P-2S, from D
   0.01  3.165e-08  7.879e-05
    0.1  4.453e-10  1.338e-08
      1  4.866e-11  4.145e-11
     10  4.453e-10  6.383e-11
    100  3.165e-08  3.221e-09
   1000  3.053e-06  2.992e-07
2P-2S: best lambda/a = 1.0000, response = 0.03125
  half-maximum lambda/a: 0.2977 to 3.3592
  best lambda = 52.95 pm, mediator = 3.727 keV
  best reach: eps = 4.866e-11, g = 3.551e-13
D: best lambda/a = 2.5227, response = 0.06405
  half-maximum lambda/a: 0.9000 to 7.8299
  best lambda = 133.57 pm, mediator = 1.477 keV
  best reach: eps = 2.374e-11, g = 1.733e-13
muonic hydrogen: a = 284.75 fm, a ratio e/mu = 185.94
  2P-2S best lambda = 284.75 fm, mediator = 0.6930 MeV
  peak splitting shift / eps = 158.03 eV
```
